# Memory window of a ferroelectric transistor with a square polarization loop

A ferroelectric film 10 nm thick, with remanent polarization 20 uC/cm2 and relative permittivity 30, would contain a depolarizing field of 7.53 MV/cm if its polarization stayed rigid. Over the two polarities that field would separate the thresholds of a transistor by 15.1 V. For a square hysteresis loop with a coercive field of 1.00 MV/cm the window is nevertheless 2.00 V, and a larger remanent polarization would not widen it. If the interlayer under the film can bear no more than 10 MV/cm during writing, the same model gives 0.60 V. The first reduction comes from the film switching back before the channel turns off, the second from a write that leaves too little polarization in the film.

## Model and conventions

The stack is metal, ferroelectric film, interlayer, semiconductor. The film has thickness $t$ and background permittivity $\varepsilon$; the interlayer has $t_i$ and $\varepsilon_i$. Fields, polarization $P$ and displacement $D$ are positive from gate to channel and uniform in the plane. In atomic units a relative permittivity $\kappa$ means $\varepsilon=\kappa/4\pi$. The charge $e$ is kept visible, so the formulas also hold in SI units with $\varepsilon=\kappa\varepsilon_0$.

The film obeys

$$D=\varepsilon E+P,\qquad |P|\le P_r .$$

While $|E|<E_c$, $P$ is frozen. It can rise at $E=+E_c$ and fall at $E=-E_c$. These are the vertical sides of the square loop, and the film may stop at any point on them, with some regions switched and others not.

Without charge at the film/interlayer face, $D$ is the same in both layers. The field vanishes deep in the semiconductor, so by Gauss's law the total semiconductor charge per area is $-D$. Adding the potential drops gives

$$V=V_{FB}+tE+\frac{t_i}{\varepsilon_i}D+\psi(D), \tag{1}$$

where $V_{FB}$ collects the constant work-function difference and $\psi$ is the surface potential, which increases with $D$.

Threshold is defined by $D=0$. This means zero total semiconductor charge, depletion charge included. The device is written with a positive gate voltage and the threshold is met as the voltage falls, or written with a negative one and met as it rises. Both writes saturate the film for now. The body must supply electrons for the first write and holes for the second.

## Derivation

At $D=0$ the interlayer drop vanishes and $\psi$ has the same value $\psi(0)$ on both branches:

$$V_T=V_{FB}+\psi(0)+tE_T .$$

The constants cancel in the difference:

$$MW=V_T^{\rm rise}-V_T^{\rm fall}=t\,(E_T^{\rm rise}-E_T^{\rm fall}). \tag{2}$$

**Falling branch.** After the positive write, $P=+P_r$. If $P$ stays frozen, $D=0$ gives

$$0=\varepsilon E+P_r\quad\Rightarrow\quad E=-P_r/\varepsilon .$$

This is consistent if $P_r/\varepsilon\le E_c$.

If $P_r/\varepsilon>E_c$, the film reaches $E=-E_c$ first, when the displacement is still positive:

$$D=P_r-\varepsilon E_c>0 .$$

From here $E$ stays at $-E_c$ and $P=D+\varepsilon E_c$ adjusts. Equation (1) becomes

$$V=V_{FB}-tE_c+\frac{t_i}{\varepsilon_i}D+\psi(D).$$

The right side increases with $D$, so lowering $V$ lowers $D$, and $P$ with it. Threshold arrives when $P=\varepsilon E_c$, a partly switched state that lies inside the allowed range because $\varepsilon E_c<P_r$. The two cases together give

$$E_T^{\rm fall}=-\min(E_c,P_r/\varepsilon).$$

**Rising branch.** Now $P=-P_r$. With frozen polarization, $D=0$ requires $E=+P_r/\varepsilon$. If that exceeds $E_c$, the field is held at $+E_c$ while $P$ rises, and $D=0$ occurs at $P=-\varepsilon E_c$. Hence $E_T^{\rm rise}=+\min(E_c,P_r/\varepsilon)$, and equation (2) gives

$$\boxed{MW=2t\,\min\!\left(E_c,\frac{P_r}{\varepsilon}\right)} \tag{3}$$

The regimes meet at $P_r=\varepsilon E_c$. Below this value the window measures the stored polarization; above it, the coercive field.

## Why partial switching is needed

Let a small part of the film switch at fixed $V$, changing $P$ by $dP$. With $S=t_i/\varepsilon_i+d\psi/dD>0$, the differential of (1) is

$$0=t\,dE+S(\varepsilon\,dE+dP)\quad\Rightarrow\quad dE=-\frac{S}{t+\varepsilon S}\,dP .$$

On the falling branch $dP<0$, so $dE>0$: the field retreats from $-E_c$ and switching stops until the gate voltage is lowered further. The series layers therefore stabilize the vertical side.

A film that can flip only as a whole behaves differently. In the example, with a 1 nm interlayer, the field is $-1.00$ MV/cm just before such a flip and would be $+6.34$ MV/cm after it. That exceeds $+E_c$ and would flip the film back, so no static state exists just below this gate voltage. "Rigid" in (3) thus means frozen between the coercive fields, not indivisible.

The stabilized state also limits the read. In the coercive-limited regime, suppose the gate goes past the falling threshold to $D=-\delta$ with $E=-E_c$. Then $P=\varepsilon E_c-\delta$. When the voltage is raised again this $P$ is frozen, and $D=0$ is met at $E=-(E_c-\delta/\varepsilon)$. For $0<\delta<\varepsilon E_c$ the low threshold has moved up by $t\delta/\varepsilon$. A read sweep that begins in hole accumulation therefore measures a smaller window than (3).

## Nonzero charge at threshold

Let threshold be defined by the same displacement $q$ on both branches, for example a depletion charge $-q$ in a doped body, with $|q|\le P_r$. The terms $t_iq/\varepsilon_i$ and $\psi(q)$ still cancel. The frozen-film fields are now

$$E^{\rm fall}=-\frac{P_r-q}{\varepsilon},\qquad E^{\rm rise}=\frac{P_r+q}{\varepsilon},$$

each limited in magnitude by $E_c$. Therefore

$$MW=t\left[\min\!\left(E_c,\frac{P_r+q}{\varepsilon}\right)+\min\!\left(E_c,\frac{P_r-q}{\varepsilon}\right)\right]. \tag{4}$$

If both branches are frozen, $q$ cancels; if both are coercive-limited, it does not appear. It matters when the branches lie in different regimes. At the border $P_r=\varepsilon E_c=2.656$ uC/cm2, a charge $q=0.50$ uC/cm2 gives

$$MW=1.00\ {\rm V}+\frac{2.656-0.50}{2.656}\times1.00\ {\rm V}=1.81\ {\rm V}$$

instead of 2.00 V.

## Ideal window of the example

The parameters are rough typical values for doped hafnia on silicon with a silica interlayer. A field of 1 MV/cm across 10 nm is 1 V. Since 7.53 MV/cm exceeds 1.00 MV/cm, the coercive field decides:

$$MW=2\times10\ {\rm nm}\times1.00\ {\rm MV/cm}=2.00\ {\rm V},$$

or 0.0735 hartree/$e$. A weak film with $P_r=1.0$ uC/cm2 and all else equal lies in the other regime: $2\times(1.0/2.656)\times1.00$ V $=0.753$ V.

Both values were tested by a quasi-static gate sweep of 2000 two-state grains in a common field. One grain flips at a time, and (1) is solved again after each flip. The channel is undoped, with Boltzmann electrons and holes of intrinsic density $n_i$. Its potential obeys $\psi''=(2en_i/\varepsilon_s)\sinh(e\psi/kT)$. Multiplying by $\psi'$ and integrating from the neutral interior gives

$$D=\sqrt{8\varepsilon_s kTn_i}\,\sinh\frac{e\psi}{2kT}.$$

The sweep gives 1.988 V and 0.753 V. One grain of the strong film carries a polarization step of 0.02 uC/cm2, worth 7.5 mV across the film, so the 12 mV difference from 2.000 V is within the resolution of two branches. With $P_r=5$ uC/cm2 and the same $E_c$ and $\varepsilon$, the window is 1.999 V both for a 2 nm interlayer at 300 K and for a 1 nm interlayer at 358 K. Temperature can still act through the film parameters: in this regime a relative change of $E_c$ changes the window by the same fraction.

## Write limited by the interlayer

A saturating write needs $D=P_r+\varepsilon E_c=22.7$ uC/cm2, which puts 65.6 MV/cm across the interlayer. With an assumed breakdown field of 10 MV/cm, the largest displacement is $D_m=3.453$ uC/cm2.

At the end of such a write the film is on the vertical side, $E=+E_c$, so

$$P_w=D_m-\varepsilon E_c=3.453-2.656=0.797\ {\rm uC/cm^2}. \tag{5}$$

This applies for $0\le P_w\le P_r$ and for symmetric writes of both signs. A square-loop film poled beforehand follows it once it has been written with the opposite sign. Until then it holds more polarization than $P_w$: a fully poled film keeps about 4 uC/cm2 at zero gate voltage, and a first write of the same sign at the voltage used below would put about 15 MV/cm on the interlayer. The polarization is then frozen at $P_w$ until a coercive field is reached, so the derivation of (3) holds with $P_r$ replaced by $P_w$:

$$MW=2t\min\!\left(E_c,\frac{D_m}{\varepsilon}-E_c\right)
=2\times\frac{0.797}{2.656}\times1.00\ {\rm V}=0.60\ {\rm V}. \tag{6}$$

The grain sweep, now with 8000 grains and writes of $\pm2.66$ V, gives 0.602 V.

Within this model and without trapped charge, the coercive-limited window requires both $P_r\ge\varepsilon E_c$ and $D_m\ge2\varepsilon E_c$. The second condition reads $\kappa_iE_{i,\max}\ge2\kappa E_c$. Here the left side is $3.9\times10=39$ MV/cm and the right side is $2\times30\times1=60$ MV/cm. The interlayer would have to bear 15.4 MV/cm. Between 7.7 MV/cm, where $P_w$ in (5) vanishes, and 15.4 MV/cm, each additional 1 MV/cm adds $2t\kappa_i/\kappa$ times that field, or 0.26 V, to the window.

## Trapped charge

Let electrons of sheet density $N$ be trapped at the film/interlayer face. Gauss's law gives $D_i-D_f=-eN$, where $D_i$ and $D_f$ are the displacements in interlayer and film, so

$$D_f=D_i+eN .$$

With density $N_w$ present at the end of the write, $D_i=D_m$ and $E=E_c$ give

$$P_w=D_m+eN_w-\varepsilon E_c,$$

as long as this does not exceed $P_r$. The electrons let the film polarize further without loading the interlayer. At read, let $N_r$ remain. Zero semiconductor charge means $D_i=0$, hence $D_f=eN_r$, and the frozen film has

$$E=\frac{eN_r-P_w}{\varepsilon}
=-\frac{D_m+e(N_w-N_r)-\varepsilon E_c}{\varepsilon}. \tag{7}$$

If all electrons are still present, $N_r=N_w$ and their gain cancels. What lowers the threshold is the charge released between write and read. The field (7) reaches $-E_c$ when

$$N_w-N_r=\frac{2\varepsilon E_c-D_m}{e}=1.16\times10^{13}\ {\rm cm^{-2}}. \tag{8}$$

In the grain sweep this density was present during the write. With $V_{FB}=0$, the low threshold is $-0.301$ V if the electrons are kept and $-1.000$ V if they are released at zero gate voltage. This restores one half of the window. The released state holds more polarization than (5), so a repeated positive write at the same voltage loads the interlayer with about 13 MV/cm until the traps have refilled. Holes trapped during the negative write and released before the read would restore the other half in the same way, as would electrons captured between that write and the read.

Tunnelling could supply the electrons quickly. For a barrier $\phi(x)$ falling linearly from 3.1 eV to 2.1 eV across the interlayer, and a mass $m_{\rm ox}$ of 0.5 electron masses, the semiclassical transmission

$$T=\exp\!\left[-\frac{2}{\hbar}\int_0^{t_i}\sqrt{2m_{\rm ox}\phi(x)}\,dx\right]$$

is $8.6\times10^{-6}$. Multiplying it by the channel density and by an attempt rate of $3\times10^{13}$ s$^{-1}$ gives about 2 ns to supply the density (8). The rate is the channel Fermi energy, estimated below, divided by $h$. That energy belongs to motion in the plane and serves here only as a scale for the motion towards the barrier, so the result is an order-of-magnitude estimate of supply. It does not show that enough traps exist, or that they empty before the read.

## Spread of coercive fields

Let $F(x)$ be the fraction of grains with coercive field below $x$. After a full positive write, lowering the film field to $-x$ leaves $P=P_r[1-2F(x)]$. Threshold, $P=\varepsilon x$, gives

$$P_r[1-2F(x)]=\varepsilon x,\qquad MW=2tx. \tag{9}$$

For a Gaussian spread with mean 1.00 and standard deviation 0.20 MV/cm the window is 1.94 V, 3% below the square-loop value. Because $P_r\gg\varepsilon E_c$, threshold comes when nearly half the grains have switched, close to the mean coercive field.

A limited write depends much more on the spread. Let the film start without net polarization in any group of grains and be cycled symmetrically up to a film field $E_w$. Grains softer than $E_w$ follow the cycle; the others contribute nothing on average. Thus

$$P_w=P_rF(E_w),\qquad D_m=P_w+\varepsilon E_w . \tag{10}$$

For the same $D_m$, the solution is $E_w=0.716$ MV/cm and $P_w=1.55$ uC/cm2, nearly twice the value in (5). The soft grains switch at a lower film field, so $\varepsilon E_w$ takes a smaller share of the displacement. On the falling branch each grain that switches back removes twice its polarization:

$$P_w-2P_rF(x)=\varepsilon x. \tag{11}$$

The window $2tx$ is 0.99 V, compared with 0.60 V for identical grains. Without back-switching it would be $2tP_w/\varepsilon=1.17$ V. Grain sweeps gave 1.935 V for the full write and 0.990 V for the limited one, against 1.935 V and 0.992 V from the formulas. The limited write involves the softest 8% of the grains, so its window depends on the tail of the distribution, which a Gaussian may describe poorly.

## Reading the result for devices

A measured window between 1 and 2 V would not by itself establish a saturated write, because a limited write followed by the release of trapped charge can also give such a value. The example strongly violates the assumption of a saturated write: without trapped charge, the interlayer limit moves the window from 2.00 V to 0.60 V, and the assumed coercive spread brings it back to 0.99 V for a film that started unpoled. Charge released before the read can widen it further. The breakdown field is itself a rough value that depends on thickness and pulse length.

The start of the read sweep matters too: in the coercive-limited regime, beginning in hole accumulation with $\delta$ close to $\varepsilon E_c$ removes about half of the 2.00 V. Doping has a much smaller effect here. An acceptor density of $10^{17}$ cm$^{-3}$ gives a depletion charge of 0.166 uC/cm2 at threshold. By (4) it leaves both 2.00 V and 0.60 V unchanged, because in each case the two branches share a regime. In the coercive-limited case, however, $D$ already falls below $q$ in depletion, so a read that starts below the low threshold loses some window even without hole accumulation, up to $tq/\varepsilon\approx0.06$ V for a start at flat band.

During the limited write the channel holds $n=2.16\times10^{13}$ electrons per cm2. If all of them are placed in the lowest silicon subband, with two valleys, two spins and the light transverse mass $m$ (0.19 electron masses) in the plane, the density of states is $2m/\pi\hbar^2$, so

$$E_F=\frac{\pi\hbar^2n}{2m}=0.136\ {\rm eV}.$$

This upper estimate is five times the thermal energy at 300 K. Electrons in higher subbands lower it, but the channel remains degenerate, so Boltzmann statistics are unreliable there. The error affects $\psi$, and hence the write voltage of 2.66 V; with quantized subbands and Fermi statistics it is roughly 0.3 V higher. It does not affect (6), where $D_m$ is prescribed.

For implementation without trapped charge, first find the polarization $P_w$ left by the actual write, from (5) or (10). Then apply (3) with $P_w$ in place of $P_r$ for a square loop, or (11) for a spread. After a limited write, (10) and (11) hold only for a film that started without net polarization in any group of grains; a film poled beforehand can have a different window (about 0.79 V instead of 0.99 V for a fully poled film with the spread of the example). If electrons were trapped during a positive write that did not saturate the film, the low threshold of a square-loop film follows instead from the field (7), limited in magnitude to $E_c$, because electrons still present at the read cancel their own gain. For a square loop without trapped charge, inserting the remanent polarization of a separate capacitor into (3) is safe only if the transistor write reaches the same state or leaves a polarization of at least $\varepsilon E_c$. Switching kinetics, fatigue and lateral field variation lie outside this static, uniform-field model. The numerical output below lists the main inputs and the results.

## Values computed for the example and the checks

```
film thickness 10.0 nm
film relative permittivity 30
coercive field 1.00 MV/cm
remanent polarization 20.0 uC/cm2
interlayer thickness 1.0 nm
interlayer relative permittivity 3.9
Pr/eps 7.53 MV/cm
border polarization eps*Ec 2.656 uC/cm2
ideal window, formula 2.000 V
ideal window, formula 0.07350 hartree/e
ideal window, grain sweep 1.988 V
weak film: Pr 1.0 uC/cm2
weak film: window, formula 0.753 V
weak film: window, grain sweep 0.753 V
2 nm interlayer, Pr 5 uC/cm2: swept window 1.999 V
358.15 K, Pr 5 uC/cm2: swept window 1.999 V
border film, threshold charge 0.50 uC/cm2
  window, formula 1.812 V
  window, grain sweep 1.811 V
whole-film flip: field before -1.00 MV/cm
whole-film flip: field after 6.34 MV/cm
interlayer field for full write 65.6 MV/cm
assumed interlayer breakdown 10.0 MV/cm
largest displacement 3.453 uC/cm2
limited write: polarization 0.797 uC/cm2
limited write: gate voltage 2.66 V
limited write: window, formula 0.600 V
limited write: window, sweep 0.602 V
release for full half-window 1.16e+13 cm^-2
low threshold, traps kept -0.301 V
low threshold, traps released -1.000 V
coercive spread (std) 0.20 MV/cm
spread, full write: formula 1.935 V
spread, full write: sweep 1.935 V
spread, limited write: film field 0.716 MV/cm
spread, limited write: polarization 1.552 uC/cm2
spread, limited write: formula 0.992 V
spread, limited write: sweep 0.990 V
acceptor density 1.0e+17 cm^-3
depletion charge 0.166 uC/cm2
window with it, full write 2.000 V
window with it, limited write 0.600 V
channel sheet density at write 2.16e+13 cm^-2
channel Fermi energy at write 0.136 eV
thermal energy at 300 K 0.0259 eV
tunnel barrier 3.1 eV, mass 0.5 m_e
tunnel transmission at write 8.6e-06
rough time to supply released charge 1.9e-09 s
```
